# Are eigenvectors of an energy-dependent downfolded Hamiltonian orthonormal?: a numerical check

```python
"""Downfolding a Hermitian H = [[A, B], [B^dagger, D]] onto its first block P.

Result under test: H_eff(E) = A + Sigma(E), Sigma(E) = B (E-D)^-1 B^dagger,
has self-consistent unit eigenvectors u_i at energies E_i that are directions
of projected eigenvectors of H. Their P weights are
    Z_i = 1 / (1 - u_i^dagger Sigma'(E_i) u_i),
and different solutions are orthogonal under the two-energy form
    M_ij = 1 - [Sigma(E_i) - Sigma(E_j)] / (E_i - E_j),
not in general under the unit metric. Energies are in eV.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq


def blocks(H, p):
    return H[:p, :p], H[:p, p:], H[p:, p:]


def sigma(E, H, p, order=0):
    """Sigma (order 0), or its first or second energy derivative."""
    A, B, D = blocks(H, p)
    R = np.linalg.inv(E * np.eye(len(D)) - D)
    factor = (1.0, -1.0, 2.0)[order]
    return factor * B @ np.linalg.matrix_power(R, order + 1) @ B.conj().T


def h_eff(E, H, p):
    return H[:p, :p] + sigma(E, H, p)


def self_consistent(H, p):
    """Find all E = branch_k(E) between the poles, using only H_eff."""
    poles = np.linalg.eigvalsh(H[p:, p:])
    bound = np.linalg.norm(H) + 1.0
    edges = np.concatenate(([-bound], poles, [bound]))
    found = []
    for left, right in zip(edges[:-1], edges[1:]):
        a, b = left + 1e-6, right - 1e-6
        for k in range(p):
            def gap(E):
                return E - np.linalg.eigvalsh(h_eff(E, H, p))[k]
            if gap(a) < 0 < gap(b):
                E = brentq(gap, a, b, xtol=1e-13, rtol=1e-14)
                u = np.linalg.eigh(h_eff(E, H, p))[1][:, k]
                found.append((E, k, u))
    found.sort(key=lambda item: item[0])
    return found


def weight(E, u, H, p):
    return 1 / (1 - np.vdot(u, sigma(E, H, p, 1) @ u).real)


def pair_metric(Ei, Ej, H, p):
    return np.eye(p) - (sigma(Ei, H, p) - sigma(Ej, H, p)) / (Ei - Ej)


def check_general(H, p):
    """Compare downfolded solutions with full diagonalization."""
    energies, vectors = np.linalg.eigh(H)
    solutions = self_consistent(H, p)
    assert len(solutions) == len(H)
    frame = np.zeros((p, p), dtype=complex)
    for i, (E, k, u) in enumerate(solutions):
        x = vectors[:p, i]
        Z = weight(E, u, H, p)
        assert abs(E - energies[i]) < 1e-8
        assert abs(Z - np.vdot(x, x).real) < 1e-7
        assert np.allclose(Z * np.outer(u, u.conj()),
                           np.outer(x, x.conj()), atol=1e-7)
        # Slope of the eigenvalue branch, by central difference.
        step = 1e-4 * min(1, np.min(abs(E - np.linalg.eigvalsh(H[p:, p:]))))
        up = np.linalg.eigvalsh(h_eff(E + step, H, p))[k]
        down = np.linalg.eigvalsh(h_eff(E - step, H, p))[k]
        slope = (up - down) / (2 * step)
        assert abs(1 / (1 - slope) - np.vdot(x, x).real) < 1e-5
        frame += Z * np.outer(u, u.conj())
        for Ej, _, uj in solutions[:i]:
            M = pair_metric(E, Ej, H, p)
            assert abs(np.vdot(u, M @ uj)) < 1e-6
    assert np.allclose(frame, np.eye(p), atol=1e-7)
    return solutions


# A complex case with two kept and three removed orbitals.
rng = np.random.default_rng(7)
raw = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
check_general((raw + raw.conj().T) / 2, 2)

# The worked 3x3 model.
H = np.array([[2., 2., 0.], [2., 3., 2.], [0., 2., 4.]])
p = 2
solutions = check_general(H, p)
full_energies, full_vectors = np.linalg.eigh(H)
print("Model H (eV), rows:", H.tolist())
print("Kept orbitals: first", p, "; removed level (eV):", H[2, 2])

E_list, u_list, Z_list = [], [], []
for i, (E, k, u) in enumerate(solutions):
    u = u * np.sign(u[0])
    v = full_vectors[:, i] * np.sign(full_vectors[0, i])
    Z = weight(E, u, H, p)
    other = np.linalg.eigvalsh(h_eff(E, H, p))[1 - k]
    assert np.min(abs(full_energies - other)) > 0.5
    inverse_mean = u @ np.linalg.inv(np.eye(p) - sigma(E, H, p, 1)) @ u
    print(f"State {i+1}: E = {E + 0.0:.6f} eV".replace("-0.000000", "0.000000"))
    print(f"  full eigenvector: {v[0]:.6f} {v[1]:.6f} {v[2]:.6f}")
    print(f"  unit projection u: {u[0]:.6f} {u[1]:.6f}")
    print(f"  Sigma_22 = {sigma(E, H, p)[1, 1]:.6f} eV;"
          f" dSigma_22/dE = {sigma(E, H, p, 1)[1, 1]:.6f}")
    print(f"  u.Sigma'.u = {u @ sigma(E, H, p, 1) @ u:.6f};"
          f" Z = {Z:.6f}; full P weight = {v[:p] @ v[:p]:.6f}")
    print(f"  mean of inverse matrix (not Z) = {inverse_mean:.6f}")
    print(f"  other eigenvalue of H_eff at this E = {other:.6f} eV")
    E_list.append(E)
    u_list.append(u)
    Z_list.append(Z)
print(f"Sum of the three weights = {sum(Z_list):.6f}")

for i, j in ((0, 1), (0, 2), (1, 2)):
    ui, uj = u_list[i], u_list[j]
    M = pair_metric(E_list[i], E_list[j], H, p)
    overlap = ui @ uj
    two_energy = ui @ M @ uj
    one_energy = ui @ (np.eye(p) - sigma(E_list[i], H, p, 1)) @ uj
    Zi, Zj = Z_list[i], Z_list[j]
    predicted = np.sqrt((1 - Zi) * (1 - Zj) / (Zi * Zj))
    assert abs(abs(overlap) - predicted) < 1e-9
    assert abs(overlap) > 0.1 and abs(one_energy) > 0.1
    print(f"Pair {i+1},{j+1}: ordinary overlap = {overlap:.6f};"
          f" M_22 = {M[1, 1]:.6f}")
    print(f"  |two-energy overlap| = {abs(two_energy):.6f};"
          f" with 1-Sigma'(E_{i+1}): {one_energy:.6f}")
assert np.min(np.linalg.eigvalsh(pair_metric(E_list[0], E_list[1], H, p))) > 0
assert np.min(np.linalg.eigvalsh(pair_metric(E_list[1], E_list[2], H, p))) < 0


def linearized(E0):
    slope = sigma(E0, H, p, 1)
    return eigh(h_eff(E0, H, p) - E0 * slope, np.eye(p) - slope,
                eigvals_only=True)


# Leading errors near the lowest state, against actual eigenvalues.
h = 1e-3
E1 = full_energies[0]
x1 = full_vectors[:p, 0]
u1 = x1 / np.linalg.norm(x1)
frozen_error = np.linalg.eigvalsh(h_eff(E1 + h, H, p))[0] - E1
linear_error = linearized(E1 + h)[0] - E1
frozen_coefficient = u1 @ sigma(E1, H, p, 1) @ u1
linear_coefficient = -0.5 * x1 @ sigma(E1, H, p, 2) @ x1
assert abs(frozen_error / h - frozen_coefficient) < 1e-3
assert abs(linear_error / h**2 - linear_coefficient) < 1e-3
print(f"Near state 1: frozen error / h = {frozen_coefficient:.6f}")
print(f"Near state 1: linearized error / h^2 = {linear_coefficient:.6f} eV^-1")

E0 = 1.5
frozen = np.linalg.eigvalsh(h_eff(E0, H, p))
linear = linearized(E0)
assert np.all(abs(linear - full_energies[:2]) < abs(frozen - full_energies[:2]))
print(f"Reference energy E0 = {E0:.6f} eV")
print(f"  Sigma_22(E0) = {sigma(E0, H, p)[1, 1]:.6f} eV;"
      f" dSigma_22/dE = {sigma(E0, H, p, 1)[1, 1]:.6f}")
print(f"  fixed metric 22 element = {1 - sigma(E0, H, p, 1)[1, 1]:.6f}")
print(f"  frozen energies (eV): {frozen[0]:.6f} {frozen[1]:.6f}")
print(f"  linearized energies (eV): {linear[0]:.6f} {linear[1]:.6f}")
print("verified")
```

Output:

```
Model H (eV), rows: [[2.0, 2.0, 0.0], [2.0, 3.0, 2.0], [0.0, 2.0, 4.0]]
Kept orbitals: first 2 ; removed level (eV): 4.0
State 1: E = 0.000000 eV
  full eigenvector: 0.666667 -0.666667 0.333333
  unit projection u: 0.707107 -0.707107
  Sigma_22 = -1.000000 eV; dSigma_22/dE = -0.250000
  u.Sigma'.u = -0.125000; Z = 0.888889; full P weight = 0.888889
  mean of inverse matrix (not Z) = 0.900000
  other eigenvalue of H_eff at this E = 4.000000 eV
State 2: E = 3.000000 eV
  full eigenvector: 0.666667 0.333333 -0.666667
  unit projection u: 0.894427 0.447214
  Sigma_22 = -4.000000 eV; dSigma_22/dE = -4.000000
  u.Sigma'.u = -0.800000; Z = 0.555556; full P weight = 0.555556
  mean of inverse matrix (not Z) = 0.840000
  other eigenvalue of H_eff at this E = -2.000000 eV
State 3: E = 6.000000 eV
  full eigenvector: 0.333333 0.666667 0.666667
  unit projection u: 0.447214 0.894427
  Sigma_22 = 2.000000 eV; dSigma_22/dE = -1.000000
  u.Sigma'.u = -0.800000; Z = 0.555556; full P weight = 0.555556
  mean of inverse matrix (not Z) = 0.600000
  other eigenvalue of H_eff at this E = 1.000000 eV
Sum of the three weights = 2.000000
Pair 1,2: ordinary overlap = 0.316228; M_22 = 2.000000
  |two-energy overlap| = 0.000000; with 1-Sigma'(E_1): 0.237171
Pair 1,3: ordinary overlap = -0.316228; M_22 = 0.500000
  |two-energy overlap| = 0.000000; with 1-Sigma'(E_1): -0.474342
Pair 2,3: ordinary overlap = 0.800000; M_22 = -1.000000
  |two-energy overlap| = 0.000000; with 1-Sigma'(E_2): 2.400000
Near state 1: frozen error / h = -0.125000
Near state 1: linearized error / h^2 = 0.027778 eV^-1
Reference energy E0 = 1.500000 eV
  Sigma_22(E0) = -1.600000 eV; dSigma_22/dE = -0.640000
  fixed metric 22 element = 1.640000
  frozen energies (eV): -0.322375 3.722375
  linearized energies (eV): 0.132787 3.306238
verified
```
